# Body-centre potential of a charged supercell and far-site alignment

**Question**

I am calculating a doubly positive oxygen vacancy in a hafnia-like oxide, using a cubic supercell of side 10 Å. The code adds a uniform neutralizing background. I add the point-charge image correction, then compare the electrostatic potential far from the defect with that of the perfect crystal and add $q\,\Delta U$ as "potential alignment". With both corrections in place, the formation energy still drifts slowly as I enlarge the cell.

To understand this I replaced the defect by a point charge. What is the potential at the body centre, the site farthest from the charges, for unit point charges on a simple cubic lattice with a neutralizing background? I expected something like $1/r$, or nearly zero. Does that potential belong in the alignment?

**Answer**

**Fix the zero first**

I use Gaussian form in atomic units, so a unit charge has potential $1/r$. Let $\phi$ be the potential felt by a positive charge, and $L$ the cell side. Poisson's equation is

$$\nabla^2\phi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].$$

It leaves an additive constant free. Setting the cell average of $\phi$ to zero removes the $\mathbf G=0$ term:

$$\phi(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad \mathbf G=\frac{2\pi}{L}(h,k,l).$$

The number you ask for has a meaning relative to this zero.

**Make the sum converge quickly**

A normalized Gaussian charge $(\eta/\sqrt\pi)^3e^{-\eta^2r^2}$ has potential $\operatorname{erf}(\eta r)/r$ and Fourier transform $e^{-G^2/4\eta^2}$. Subtracting it from a point charge gives

$$\int\frac{\operatorname{erfc}(\eta r)}{r}e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{4\pi}{G^2}\left(1-e^{-G^2/4\eta^2}\right),$$

which tends to $\pi/\eta^2$ as $G\to0$. Now split

$$\frac1{G^2}=\frac{e^{-G^2/4\eta^2}}{G^2}+\frac{1-e^{-G^2/4\eta^2}}{G^2}.$$

By Poisson summation, the second part summed over *all* $\mathbf G$ is the lattice sum of $\operatorname{erfc}(\eta d)/d$, with $d=|\mathbf r-\mathbf R|$. Our sum lacks $\mathbf G=0$, so that term must be subtracted:

$$\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta d)}{d}+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{\eta^2L^3}.$$

**Evaluate it at the body centre**

Take $\mathbf r=(L/2)(1,1,1)$ and $\eta=\sqrt\pi/L$, and write $n=h^2+k^2+l^2$. Then:

- $\mathbf G\cdot\mathbf r=\pi(h+k+l)$, so the cosine is $(-1)^{h+k+l}=(-1)^n$, because an integer and its square have the same parity;
- $G^2/4\eta^2=\pi n$, and the reciprocal prefactor is $4\pi/(L^3G^2)=1/(\pi nL)$;
- the constant is $-\pi/(\eta^2L^3)=-1/L$.

The nearest 8 charges lie at $\sqrt3L/2$ and the next 24 at $\sqrt{11}L/2$. In units of $1/L$ the terms are:

| Term | Value |
|---|---:|
| $8\operatorname{erfc}(\sqrt{3\pi}/2)/(\sqrt3/2)$ | 0.276629 |
| $24\operatorname{erfc}(\sqrt{11\pi}/2)/(\sqrt{11}/2)$ | 0.000467 |
| $-6e^{-\pi}/\pi$ | −0.082533 |
| $+12e^{-2\pi}/(2\pi)$ | 0.003567 |
| $-8e^{-3\pi}/(3\pi)$ | −0.000068 |
| constant | −1.000000 |

They add to $-0.801938$. With the remaining shells included,

$$\boxed{\phi_{\rm bc}=-\frac{0.8019}{L}}$$

**Check it without the split**

Group each charge with its own cube of background. Such a cell has no net charge and, by symmetry, no dipole, quadrupole or octupole, so its potential falls as $r^{-5}$ and the sum over cells converges absolutely. At the body centre this sum is $-0.278337/L$.

Its zero is different, however. For one cell with charge density $\rho$, expanding the Fourier transform at small $k$ gives $\rho_k\approx-(k^2/6)\int\rho r^2d^3r$. Since $\phi_k=4\pi\rho_k/k^2$,

$$\int\phi_{\rm cell}\,d^3r=-\frac{2\pi}{3}\int\rho r^2d^3r=-\frac{2\pi}{3}\left(-\frac{L^2}{4}\right)=\frac{\pi L^2}{6}.$$

The point charge contributes nothing to $\int\rho r^2d^3r$, and the background contributes $-3(L^2/12)$. Dividing by $L^3$ gives the average of the summed potential, $\pi/(6L)=0.523599/L$. Subtracting it gives $-0.801936/L$, in agreement with the Ewald value.

**What this potential contains**

The home charge alone gives $2/(\sqrt3L)=1.1547/L$. The images and background together therefore give

$$\frac{-0.8019-1.1547}{L}=-\frac{1.9566}{L}.$$

They outweigh the $1/r$ you expected and reverse the sign. The far site is not a plateau either. Away from the charges, $\nabla^2\phi=4\pi/L^3$. Cubic symmetry makes the three second derivatives at the centre equal, so at a small distance $s$ from it

$$\phi\approx\phi_{\rm bc}+\frac{2\pi}{3}\frac{s^2}{L^3}.$$

**The image energy**

At a charge site, leave out the home potential $1/r$. In the Ewald formula, the home term then becomes $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$, and the converged total is $\phi_{\rm site}=-2.8373/L$.

For charge $q$ in a uniform linear medium of permittivity $\varepsilon$, potentials scale by $q/\varepsilon$. The energy is $\tfrac12\int\rho\phi\,d^3r$ over one cell. The background contributes nothing because the average of $\phi$ is zero. Apart from the self-energy of the isolated charge, this leaves

$$\tfrac12\frac{q^2}{\varepsilon}\phi_{\rm site}=-1.4186\,\frac{q^2}{\varepsilon L}.$$

The image correction is $+1.4186\,q^2/(\varepsilon L)$.

**What alignment should remove**

Give the defect a Gaussian charge of width $\sigma\ll L$, with density proportional to $e^{-r^2/2\sigma^2}$. Relative to a point charge, its potential changes by $-(q/\varepsilon)\operatorname{erfc}(r/\sqrt2\sigma)/r$. This vanishes rapidly with distance but has a nonzero integral. Using the $G\to0$ result above with $\eta=1/(\sqrt2\sigma)$, that integral is $-2\pi\sigma^2q/\varepsilon$. Keeping the cell average at zero therefore requires a uniform offset

$$C=\frac{2\pi\sigma^2q}{\varepsilon L^3},\qquad \phi_{\rm far}=-0.8019\frac{q}{\varepsilon L}+C.$$

The periodic energy follows from the same result. The interaction of two Gaussians of width $\sigma$ equals that of a point charge with a Gaussian of width $\sqrt2\sigma$. Replacing $\sigma^2$ by $2\sigma^2$ in the offset and multiplying by $q/2$ gives $2\pi\sigma^2q^2/(\varepsilon L^3)=qC$. Up to exponentially small overlap,

$$E_{\rm per}=E_{\rm iso}-1.4186\frac{q^2}{\varepsilon L}+qC.$$

The image correction cancels the second term and leaves $qC$, which alignment should subtract. With electron potential energy $U=-\phi$ and the bulk reference at zero, the naive recipe instead adds

$$q\,\Delta U=-q\phi_{\rm far}=+0.8019\frac{q^2}{\varepsilon L}-qC.$$

Its first term is the point-lattice potential, whose energy effect the image correction already covers. The errors relative to $E_{\rm iso}$ are:

| Treatment | Remaining error |
|---|---|
| image correction only | $+qC$ |
| naive alignment only | $-0.6167\,q^2/(\varepsilon L)$ |
| image + naive alignment | $+0.8019\,q^2/(\varepsilon L)$ |
| image + alignment to $C$ | zero, up to overlap |

For sampling at the body centre, the double count is $0.8019/1.4186=57\%$ of the image correction. It is positive for either sign of $q$. To avoid it, subtract the potential of the periodic point-charge model from the far-site difference before aligning:

$$\Delta U_{\rm proper}=-\left[\phi_{\rm far}+0.8019\frac{q}{\varepsilon L}\right]=-C.$$

**Numbers for your cell**

Take $q=+2$, $\varepsilon=20$, $\sigma=1$ Å and $L=10$ Å. With $e^2/(4\pi\varepsilon_0)=14.40$ eV Å, the energy scale is

$$\frac{14.40\times2^2}{20\times10}=0.288\ \text{eV}.$$

The double count is $0.8019\times0.288=0.231$ eV. Explicit reciprocal-space sums for the Gaussian charge, compared with its isolated energy, give these errors in eV:

| $L$ (Å) | Image only | Image + naive |
|---:|---:|---:|
| 10 | 0.018 | 0.231 |
| 15 | 0.005 | 0.154 |
| 20 | 0.002 | 0.115 |

The last column falls as $1/L$, which is the kind of slow drift you describe. The drift alone does not prove this cause: with proper alignment but a permittivity $\varepsilon'$ in the correction that differs from the true $\varepsilon$, the error is $0.6167\,q^2(1/\varepsilon'-1/\varepsilon)/L$, also a $1/L$ term (0.059 eV at 10 Å for $\varepsilon'=15$, $\varepsilon=20$). The middle column falls as $1/L^3$. With proper alignment, the error is about $10^{-12}$ eV or less in all three cells. That precision belongs to the model, in which the medium and the charge shape are known.

The trap level moves too. The $(2+/+)$ level is the formation-energy difference $E(+)-E(2+)$ at zero Fermi energy. With $\varepsilon$, $\sigma$ and $L$ held fixed, the double counts are 0.058 eV for $q=+1$ and 0.231 eV for $q=+2$. The level therefore drops by 0.173 eV, and the trap looks too deep for electron emission. At 85 °C, $kT=0.0309$ eV, so a purely thermal emission rate with a fixed prefactor would be underestimated by a factor $e^{0.173/0.0309}\approx270$.

**How far this carries over to a real oxide**

The values $\varepsilon=20$ with relaxed ions and about 5 with electronic screening alone are rough figures for hafnia-like oxides. The choice of screening matters most here: with frozen atoms and $\varepsilon=5$, the double count becomes 0.92 eV. The other changes, each made alone from the 0.231 eV case, are smaller. A dielectric tensor with diagonal (22, 22, 16) gives 0.241 eV, a 99° cell angle at fixed volume gives 0.227 eV at the body centre (no longer exactly the farthest site), and sampling 1 Å off centre gives 0.225 eV. The way the far potential is averaged matters more than these three. The planar average midway between planes of charges is $-\pi/(6L)=-0.5236/L$, and the average over the region outside the inscribed sphere is $-0.524/L$; both give a double count of 0.151 eV, 37% of the image correction, and the model potential to subtract must be averaged in the same way. In a relaxed cell, potentials read at displaced atoms also contain local contributions that this model lacks. If the defect charge spreads through the cell, its tails reach the sampling site and overlap those of its images, so the separation is no longer exact.

Device emission also depends on field. An electron leaving a 2+ centre in a field $F$ sees its barrier lowered by the smallest value of $2e^2/(4\pi\varepsilon_0\varepsilon r)+eFr$ over $r$. At 1 MV/cm with $\varepsilon=5$ this is 0.48 eV, reached at $r=24$ Å; in a film only a few nanometres thick the interfaces lie at that distance, and this bulk estimate no longer applies. That exceeds the 0.173 eV level error found with $\varepsilon=20$, though with $\varepsilon=5$ the level error would itself be 0.69 eV. The factor of 270 is thus a sensitivity to the level position, not a predicted retention time; tunnelling and capture barriers are left out. The numerical output below lists the individual values.

## Values computed for the example and the checks

```
Body-centre potential, Ewald: -0.801936 /L
Body-centre potential, neutral-cell road: -0.801936 /L
Neutral-cell sum before removing mean: -0.278337 /L
Mean of neutral-cell sum, pi/6: 0.523599 /L
Charge-site potential without home charge: -2.837297 /L
Same, neutral-cell road: -2.837297 /L
Change on altering Ewald split: 1.1e-16 /L
Cell average of Ewald potential: -2.2e-17 /L
Second derivative at body centre: 4.1875 /L^3
Expected 4 pi/3: 4.1888 /L^3
Hand term, real shell 1 (8 sites): 0.276629 /L
Hand term, real shell 2 (24 sites): 0.000467 /L
Hand term, G shell 1 (6): -0.082533 /L
Hand term, G shell 2 (12): 0.003567 /L
Hand term, G shell 3 (8): -0.000068 /L
Hand term, constant: -1.000000 /L
Sum of six hand terms: -0.801938 /L
Home charge at body centre: 1.154701 /L
Images plus background at body centre: -1.956637 /L
Image-correction coefficient: 1.418649
Naive/image ratio: 0.5653
Image minus naive coefficient: 0.616713
e^2/(4 pi eps0): 14.39965 eV angstrom
Inputs: q = +2 e, eps = 20, sigma = 1.0 angstrom
Isolated Gaussian energy: 0.81241 eV
L = 10 angstrom: far potential -0.10643 V, true offset 0.00905 V
  error, no correction: -0.39047 eV
  error, image only: 0.01810 eV
  error, naive alignment only: -0.17761 eV
  error, image + naive alignment: 0.23095 eV
  |error|, image + proper alignment: 1e-12 eV
L = 15 angstrom: far potential -0.07430 V, true offset 0.00268 V
  error, no correction: -0.26701 eV
  error, image only: 0.00536 eV
  error, naive alignment only: -0.11841 eV
  error, image + naive alignment: 0.15397 eV
  |error|, image + proper alignment: 6e-17 eV
L = 20 angstrom: far potential -0.05661 V, true offset 0.00113 V
  error, no correction: -0.20202 eV
  error, image only: 0.00226 eV
  error, naive alignment only: -0.08880 eV
  error, image + naive alignment: 0.11548 eV
  |error|, image + proper alignment: 2e-16 eV
L = 10 angstrom, q = +1: image + naive error 0.05774 eV
Shift of (2+/+) level: -0.1732 eV
kT at 358.15 K: 0.03086 eV
Thermal emission slowed by factor: 274
Double count, base case: 0.2310 eV
Double count, eps = 5: 0.9238 eV
Double count, eps tensor (22, 22, 16): 0.2405 eV
Double count, cell angle 99 deg, same volume: 0.2272 eV
Double count, site 1 angstrom off centre: 0.2251 eV
Barrier lowering, 1 MV/cm, eps = 5: 0.480 eV
```
